# Charged-Defect Formation Energies and Transition Levels as Crossings of Total Energies

## Form fixed by the choice of potential zero

The zero of electrostatic potential is arbitrary, and a formation energy cannot depend on it. Let a constant shift raise the potential energy of every electron by $v$. Each nucleus of charge $Z$ then changes its energy by $-Zv$. A system from which $q$ electrons have been removed has net charge $+q$, so

$$E(q)\to E(q)-qv .$$

The electron reservoir, with chemical potential $\mu_e$, shifts as $\mu_e\to\mu_e+v$. The $q$ removed electrons are placed in the reservoir at $\mu_e$ each, so the charged-defect energy enters as $E(q)+q\mu_e$, and a plot against Fermi level has slope $q$. This form passes the test: a term $c\,\mu_e$ restores invariance only if $cv-qv=0$, hence $c=q$. Invariance checks the form but does not by itself fix the slope, since $\mu_e$ measured from a band edge is already unchanged by the shift; the slope comes from counting electrons.

Atomic units are used in the algebra, eV and angstrom for most numbers. Write $\mu_e=E_v+E_F$, with $E_v$ the valence-band edge and $E_F$ measured from it. If making defect $X$ adds $n_i$ atoms of species $i$ (negative for removal) from reservoirs at $\mu_i$, the energy balance is

$$E_f(q;E_F)=E(q,R_q)-E_{\rm host}-\sum_i n_i\mu_i+q(E_v+E_F)+E_{\rm corr}(q). \tag{1}$$

Here $R_q$ is the relaxed geometry of charge state $q$, and $E_{\rm corr}$ removes supercell errors. Defects are dilute and in equilibrium with the reservoirs. Vibrational free energy is omitted; where it matters, free energies replace the energies in (1).

## Crossings and populations

Two lines cross where $E_f(q;0)+qE_F=E_f(q';0)+q'E_F$. Collecting $E_F$ gives

$$\varepsilon(q/q')=\frac{E_f(q;0)-E_f(q';0)}{q'-q}. \tag{2}$$

For one electron,

$$\varepsilon(+/0)=E(0,R_0)-E(+,R_+)-E_v, \tag{3}$$

apart from the correction. The host energy and atomic chemical potentials cancel. The level is a difference of two total energies, each at its own geometry.

The same quantity controls occupation. With $N=N_0-q$ electrons, the grand-canonical weight is $g_q\exp[-(E(q)-\mu_eN)/kT]$. Factors common to all charges cancel, leaving

$$P_q\propto g_q e^{-E_f(q;E_F)/kT}. \tag{4}$$

Let $0$ and $2+$ be spin singlets ($g=1$) and $+$ a doublet ($g=2$). Equal populations of $0$ and $+$ require

$$e^{-E_f(0)/kT}=2e^{-E_f(+)/kT}\;\Rightarrow\;E_F=\varepsilon(+/0)+kT\ln2 .$$

For $+$ and $2+$ the factor 2 is on the other side, so $E_F=\varepsilon(2+/+)-kT\ln2$. At 398 K, $kT=0.0343$ eV and each shift is 0.024 eV. An energy crossing and a half-occupation point thus differ by a known degeneracy term.

## What a Kohn-Sham eigenvalue measures

At fixed geometry let orbital $\phi_i$ have occupation $f_i$. Differentiating the minimized energy gives an explicit term $\langle\phi_i|h_{\rm KS}|\phi_i\rangle=\varepsilon_i$ and a term from orbital changes,

$$\sum_j f_j\left(\langle\delta\phi_j|h_{\rm KS}|\phi_j\rangle+{\rm c.c.}\right)=\sum_j f_j\varepsilon_j\,\delta\langle\phi_j|\phi_j\rangle=0,$$

because the orbitals stay normalized. Hence $\partial E/\partial f_i=\varepsilon_i$, which is Janak's theorem. If one orbital loses the electron,

$$E(N)-E(N-1)=\int_{N-1}^{N}\varepsilon_{\rm KS}(n)\,dn . \tag{5}$$

An eigenvalue is a local slope; a charge transition needs the integral. Define the fixed-geometry change $C=\varepsilon_{\rm KS}(N)-\varepsilon_{\rm KS}(N-1)$. If the eigenvalue is linear in occupation, its average is the mean of its endpoints, so

$$E(N)-E(N-1)\simeq\varepsilon_{\rm KS}(N)-C/2 . \tag{6}$$

A free lithium atom shows the difference in a real functional (def2-TZVP basis). In the local-density approximation (LDA), the 2s eigenvalue is $-6.510$ eV when empty and $-3.162$ eV when singly occupied. The total-energy difference is $-5.471$ eV, and the integral (5) gives $-5.471$ eV. The occupied eigenvalue is 2.309 eV too high relative to that difference. The endpoint mean, $-4.836$ eV, is still 0.635 eV too high: the eigenvalue is far from linear here, and (5) must be integrated. It is not even monotonic, falling to about $-7.13$ eV near occupation 0.05 to 0.1 before it rises. The last digits depend on the basis: near the basis limit the empty and occupied eigenvalues are $-6.529$ and $-3.165$ eV and the energy difference is $-5.473$ eV, shifts of 0.019, 0.003 and 0.002 eV.

Hartree-Fock puts the two endpoint eigenvalues in the opposite order. For frozen orbitals, its energy is linear in the occupation of this single spin orbital because direct and exchange self-interaction cancel. The minimum over orbitals of linear functions is concave. The eigenvalues are $-5.3408$ eV (empty) and $-5.3425$ eV (occupied), around a total-energy difference of $-5.3417$ eV. Near the basis limit all three are 0.0009 eV lower, with the same order and spacing.

The statement that levels are not eigenvalues therefore needs a condition. For the exact functional, $E(N)$ is straight between integers, and the highest occupied eigenvalue equals the vertical removal energy $E(N)-E(N-1)$. It still lacks the lattice relaxation contained in (3).

## Relaxation and the vertical levels

Define the relaxation energy after removal as

$$\lambda_+=E(+,R_0)-E(+,R_+)\ge0 .$$

It is non-negative because $R_+$ minimizes the $+$ energy. Substituting $E(+,R_+)=E(+,R_0)-\lambda_+$ into (3),

$$\varepsilon(+/0)=\underbrace{E(0,R_0)-E(+,R_0)-E_v}_{\text{vertical removal}}+\lambda_+ . \tag{7}$$

Similarly, with $\lambda_0=E(0,R_+)-E(0,R_0)\ge0$, the vertical addition level at $R_+$ is $\varepsilon(+/0)+\lambda_0$. The two vertical levels bracket the thermodynamic one. Combining (6) and (7), with the eigenvalue measured from $E_v$,

$$\varepsilon(+/0)\simeq\varepsilon_{\rm KS}(0)-C/2+\lambda_+ . \tag{8}$$

For positive $C$ the two corrections oppose each other. An eigenvalue can coincide with the level when they cancel, without being the same quantity.

## A vacancy model that can be implemented directly

The host is a ring of $M=40$ cells with alternating anion and cation orbitals at $-3$ and $+3$ eV and hopping 1 eV. Its gap is 6 eV. A vacancy replaces one anion orbital by a defect orbital at $e_d=-1.5$ eV, coupled to each neighbour by 0.5 eV. There are $2M-q$ electrons. With one-electron matrix $h$, density matrix $P$, defect occupation $n$ and collective lattice coordinate $Q$,

$$E={\rm Tr}(hP)+\tfrac12Un^2+FQ(n-2)+\tfrac12KQ^2 . \tag{9}$$

Differentiation with respect to $n$ gives the self-consistent site energy $e_d+Un+FQ$. Setting $\partial E/\partial Q=0$ gives $Q=F(2-n)/K$. The sum of occupied eigenvalues contains $Un^2+FQn$, so the total energy is

$$E=\sum_i f_i\varepsilon_i-\tfrac12Un^2-2FQ+\tfrac12KQ^2 .$$

Omitting the double-counting term would spoil the crossings. The parameters are $U=1.2$ eV, $K=12$ eV/Å$^2$, and $F=2.5$ eV/Å (weak coupling) or 4.5 eV/Å (strong coupling), all else held fixed. The removed-atom term is $+\mu=0.5$ eV on the model's energy scale. That scale is arbitrary, so absolute formation energies carry no material meaning; the levels do not depend on $\mu$.

### Isolated-orbital limit

Without hybridization, $n=2-q$ and $Q=Fq/K$. Inserting these in (9) gives

$$E_q=e_d(2-q)+\frac U2(2-q)^2-\frac{F^2q^2}{2K}. \tag{10}$$

Thus $E_0=2e_d+2U$, $E_1=e_d+U/2-F^2/2K$ and $E_2=-2F^2/K$. Two results follow:

$$\varepsilon(+/0)-\varepsilon(2+/+)=E_0-2E_1+E_2=U-\frac{F^2}{K}\equiv U_{\rm eff}, \tag{11}$$

and, since the neutral eigenvalue is $e_d+2U$,

$$\varepsilon_{\rm KS}(0)-\varepsilon(+/0)=\frac U2-\frac{F^2}{2K}=\frac{U_{\rm eff}}2 . \tag{12}$$

Repulsion places the eigenvalue above the crossing, while relaxation raises the crossing. In this limit, they coincide at $F^2/K=U$.

### Weak coupling: ordinary order

The full ring gives $E_f(q;0)=6.113$, 2.784 and 0.055 eV for $q=0,1,2$. From (2),

$$\varepsilon(+/0)=6.113-2.784=3.329\ {\rm eV}\;(0.1224\ {\rm hartree}),$$
$$\varepsilon(2+/+)=2.784-0.055=2.729\ {\rm eV}.$$

The stable charge is $2+$ below 2.729 eV, $+$ between the levels, and neutral above 3.329 eV. At $E_F=3$ eV the three energies are 6.113, 5.784 and 6.055 eV, so $+$ is lowest.

The relaxed eigenvalues for $q=0,1,2$ are 3.614, 3.036 and 2.417 eV above $E_v$. None is a crossing. For the neutral state, $C=1.017$ eV and $\lambda_+=0.211$ eV, so (8) gives

$$3.614-0.509+0.211=3.316\ {\rm eV}.$$

This is 0.013 eV below the total-energy level, the remainder coming from the linear-eigenvalue approximation (6). Integrating the eigenvalue instead gives 3.119 eV, equal to the vertical removal level at the printed precision. The vertical addition level is 3.532 eV, so the bracket is $3.119<3.329<3.532$ eV.

Taking the neutral eigenvalue for the level misplaces it by 0.285 eV, or $0.285/0.0343=8.3$ thermal energies. By (4), the predicted ratio of neutral to $+$ populations at fixed $E_F$ is then wrong by $e^{8.3}\approx4\times10^3$.

### Strong coupling: negative effective repulsion

Now $E_f(q;0)=6.100$, 2.112 and $-2.274$ eV. The one-electron crossings are $\varepsilon(+/0)=3.988$ eV and $\varepsilon(2+/+)=4.386$ eV. For $+$ to be lowest, $E_F$ would have to lie above $\varepsilon(2+/+)$ and below $\varepsilon(+/0)$, which is impossible in this order. The equilibrium crossing is

$$\varepsilon(2+/0)=\frac{E_f(0;0)-E_f(2+;0)}2=\frac{\varepsilon(+/0)+\varepsilon(2+/+)}2=4.187\ {\rm eV}.$$

There the $+$ state lies $2.112+4.187-6.100=0.199$ eV above the other two. The neutral eigenvalue, 3.775 eV, is now 0.213 eV below $\varepsilon(+/0)$; the error has changed sign.

Equation (11) predicts separations of $+0.679$ and $-0.488$ eV for the two couplings, against $+0.600$ and $-0.398$ eV in the ring. Equation (12) predicts eigenvalue errors of $+0.340$ and $-0.244$ eV, against $+0.285$ and $-0.213$ eV. The isolated orbital gets the signs and rough sizes; hybridization changes the values.

The negative energy of $2+$ means that vacancies would form spontaneously for $E_F<2.274/2=1.137$ eV with this $\mu$. The dilute-defect assumption fails there.

## Why a band edge may use an eigenvalue

The reference $E_v$ in (1) may itself be taken from an eigenvalue. This is consistent because an extended state spreads its charge. Add a repulsion $\frac U2\sum_i(\delta n_i)^2$ to every site of the defect-free ring, with $\delta n_i$ the change from neutrality. At the valence edge the hopping contributions cancel and the state lives on the anions. A hole places $-1/M$ electron on each, costing

$$\frac U2\,M\,\frac1{M^2}=\frac U{2M}.$$

The charged energy is $E(N-1)=E(N)-\varepsilon_v+U/2M$ before the other electrons respond, so the eigenvalue exceeds the total-energy difference by $U/2M$. Their response lowers $E(N-1)$ and reduces this error. For 20 and 40 cells the estimates are 0.030 and 0.015 eV; the self-consistent results are 0.0292 and 0.0146 eV.

The error vanishes in the bulk limit of this mean-field model, whereas a localized defect keeps a finite $C$. A hole that traps itself in a lattice distortion would not qualify as extended. Nor does this consistency make an approximate functional's band gap correct.

## Periodic-image correction

Charged supercells contain a neutralizing background and interacting images. For a unit Gaussian charge of width $\sigma$ in a cubic cell of edge $L$ and volume $V=L^3$, the density has Fourier components $e^{-\sigma^2G^2/2}$. With zero average potential,

$$E_{\rm per}=\frac{2\pi}{V}\sum_{G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

Let $s=\sigma^2$. Differentiate, add and subtract the $G=0$ term, and use Poisson summation:

$$\frac{dE_{\rm per}}{ds}=\frac{2\pi}{V}-\frac{2\pi}{(4\pi s)^{3/2}}\sum_R e^{-R^2/4s}.$$

For $\sigma\ll L$ only $R=0$ matters, up to terms of order $e^{-L^2/4\sigma^2}$. Integration gives

$$E_{\rm per}=\frac{2\pi\sigma^2}{L^3}+\frac1{2\sqrt\pi\,\sigma}-\frac{\alpha}{2L}.$$

The second term is the isolated Gaussian's self-energy $E_{\rm iso}$. The integration constant must scale as $1/L$, which defines $\alpha$. For charge $q$ in a linear medium of permittivity $\epsilon$,

$$E_{\rm iso}-E_{\rm per}=\frac{q^2}{\epsilon}\left(\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{L^3}\right). \tag{13}$$

Evaluating the reciprocal sum at $\sigma=0.08L$ gives $\alpha=2.8373$. A direct sum over neutral cubes, each a point charge plus its background, gives the same value once the average potential of the array, $\pi/6L$ for unit charge, is subtracted.

An atomistic supercell also needs potential alignment. Let $\Delta V$ be the electron potential energy far from the defect minus its bulk value, after removal of the model charge's periodic potential. The opening argument says that this offset adds $-q\Delta V$ to $E(q)$, so $E_{\rm corr}$ contains $+q\Delta V$. Equation (13) assumes a localized charge well inside the cell and fails for a delocalized carrier.

For $L=1.5$ nm and $\epsilon=20$, the leading term is 0.068 eV for $q=1$ and 0.272 eV for $q=2$. By (2) it moves $\varepsilon(+/0)$ down by 0.068 eV and $\varepsilon(2+/+)$ down by $0.272-0.068=0.204$ eV. The ring has no long-range Coulomb interaction, so this correction is not applied to its levels.

## Consequences for noise and emission

If two charge states differing by $\Delta q$ dominate, with probabilities $p$ and $1-p$, the charge variance is

$$(\Delta q)^2p(1-p)=\frac{(\Delta q)^2}{4}\,{\rm sech}^2\frac{y}{2},\qquad y=\frac{\Delta q\,(E_F-E_*)}{kT},$$

where $E_*$ is the equal-population point. Half maximum requires $\cosh(y/2)=\sqrt2$, so the full width is $4\,{\rm arccosh}(\sqrt2)\,kT/\Delta q=3.525\,kT/\Delta q$.

The weak-coupling peaks are at 3.353 and 2.705 eV, the crossings shifted by $\pm kT\ln2$. Each has variance $0.250\,e^2$ and width $3.525\,kT$. The strong-coupling peak at 4.187 eV has variance $0.997\,e^2$ and width $1.767\,kT$, close to the two-state values 1 and 1.763. The small differences come from the rarely occupied $+$ state.

Variance fixes the integrated charge noise, not its spectrum, which needs transition rates. For two equal harmonic wells with coordinate separation $\Delta Q$, $\lambda=K(\Delta Q)^2/2$. When $E_F$ is at the crossing, the minima are level and the curves meet halfway, at height $\frac K2(\Delta Q/2)^2=\lambda/4$. The weak model gives a barrier of 0.052 eV, against $\lambda_+/4=0.053$ eV. This barrier applies to exchange with a reservoir whose Fermi level is at the crossing. For emission to a band, the two curves are offset by the level's distance from the band and cross elsewhere, so $\lambda/4$ cannot simply be added to that distance.

## Use for a real gate oxide

The gap of 6 eV and static permittivity of 20 are rough values for hafnia. The orbital energy, $U$, $K$ and $F$ are round choices, so the levels are not predictions for its oxygen vacancy. At 3 MV/cm, a trap 1 nm from an electrode shifts by 0.300 eV relative to that electrode's Fermi level, with a sign set by the bias. This breaks the assumption of one field-free $E_F$ and moves the crossing by about as much as the weak-model eigenvalue error. The Poole-Frenkel estimate, $2\sqrt{\mathcal E/\epsilon_\infty}$ in atomic units for field $\mathcal E$ and a rough optical permittivity of 5, lowers the emission barrier of a singly charged core by 0.588 eV. This lowering does not move the thermodynamic level, and using the static permittivity would halve it. The barrier top lies $1/\sqrt{\epsilon_\infty\mathcal E}$, here 0.98 nm, from the core, so the estimate requires the oxide to extend well beyond that distance on the side toward which the electron leaves.

The following estimates are smaller: 0.018 eV for the image of a singly charged defect in a metal electrode at 1 nm (0.072 eV for $2+$, which moves $\varepsilon(2+/+)$ by 0.054 eV), 0.016 eV for the repulsion between two singly charged defects 4.6 nm apart (the inverse cube root of a density of $10^{19}$ cm$^{-3}$), 0.011 eV for three modes softened by 10% in the classical limit (0.013 to 0.016 eV for modes of 60 to 90 meV, which are not classical at 398 K), and 0.029 eV for gap narrowing from 300 K at an assumed 0.3 meV/K. Randomly placed defects almost always have a closer neighbour: the mean nearest-neighbour distance is 2.6 nm and the mean repulsion 0.034 eV. The collective space charge is not small in thicker films. If all defects at this density are singly charged, it shifts the potential at the centre of a film between two metals by 0.03 V for 5 nm and 0.11 V for 10 nm, and by four times as much at the far side of a film screened by one gate only. At a semiconductor electrode the image energy can differ in both size and sign.

Equilibrium with the electrode also takes time. For elastic tunnelling through a rectangular barrier $B=6.000-3.329=2.671$ eV, $\tau=\tau_0e^{2\kappa d}$ with $\kappa=\sqrt{2mB}$. A mass of 0.2 electron masses and $\tau_0=10^{-13}$ s give a reach of 4.0 nm in 1 s. The parabolic $\kappa$ overestimates the decay for a level near midgap: a two-band form, with $B$ replaced by $B(1-B/E_g)$ for gap $E_g=6$ eV, gives 5.4 nm, and in the ring model the defect orbital decays at only 0.59 of the parabolic rate. A field of 3 MV/cm moves the parabolic reach to 3.7 or 4.7 nm depending on its sign, and the lattice barrier changes it further. Deeper traps may keep an earlier charge state, and (4) then does not describe their occupation.

## Computed values

```
Li LDA 2s eigenvalue, n=0, 1/2, 1: -6.510, -5.584, -3.162 eV
Li LDA E(atom)-E(ion): -5.471 eV
Li LDA integral of eigenvalue: -5.471 eV
Li HF 2s eigenvalue, n=0, 1: -5.3408, -5.3425 eV
Li HF E(atom)-E(ion): -5.3417 eV
Model: half gap 3.0, hop 1.0, defect hop 0.5 eV
Model: defect energy -1.5, U 1.2, mu 0.5 eV
Model: K 12.0 eV/A^2, forces 2.5, 4.5 eV/A
Ring cells: 40; band gap: 6.000 eV
Temperature: 398 K; kT: 0.0343 eV
weak Ef at EF=0, q=0,1,2: 6.113, 2.784, 0.055 eV
strong Ef at EF=0, q=0,1,2: 6.100, 2.112, -2.274 eV
weak Ef at EF=3 eV, q=0,1,2: 6.113, 5.784, 6.055 eV
weak level (+/0) above Ev: 3.329 eV
weak level (+/0) above Ev: 0.12235 hartree
weak level (2+/+) above Ev: 2.729 eV
weak relaxed eigenvalues above Ev, q=0,1,2: 3.614, 3.036, 2.417 eV
weak relaxed Q, q=0,1,2: 0.030, 0.218, 0.416 angstrom
strong relaxed eigenvalues above Ev, q=0,1,2: 3.775, 4.195, 4.567 eV
strong relaxed Q, q=0,1,2: 0.060, 0.418, 0.750 angstrom
weak vertical removal level, neutral: 3.119 eV
weak integral of eigenvalue: 3.119 eV
weak vertical addition level, q=1: 3.532 eV
weak eigenvalue curvature C: 1.017 eV
weak relaxation energy, q=1: 0.211 eV
weak level from eigenvalue-C/2+relaxation: 3.316 eV
weak neutral eigenvalue minus level: 0.285 eV
strong neutral eigenvalue minus level: -0.213 eV
weak exchange barrier at crossing: 0.0517 eV
one quarter of relaxation energy: 0.0527 eV
Band-edge eigenvalue error, 20, 40 cells: 0.0292, 0.0146 eV
strong level (+/0) above Ev: 3.988 eV
strong level (2+/+) above Ev: 4.386 eV
strong level (2+/0) above Ev: 4.187 eV
kT ln 2: 0.0238 eV
weak +/0 noise peak: 3.353 eV, variance 0.250 e^2, width 3.525 kT
weak 2+/+ noise peak: 2.705 eV, variance 0.250 e^2, width 3.525 kT
strong 2+/0 noise peak: 4.187 eV, variance 0.997 e^2, width 1.767 kT
Image constant, reciprocal and direct: 2.8373, 2.8373
Rough permittivity, static and optical: 20.0, 5.0
Cubic supercell edge: 1.5 nm; image energy, q=1, 2: 0.068, 0.272 eV
Field: 3.0 MV/cm; trap depth: 1.0 nm
Field shift of level at that depth: 0.300 eV
Poole-Frenkel lowering, q=1 core: 0.588 eV
Electrode image energy, q=1: 0.018 eV
Defect density: 1e+19 cm^-3; pair repulsion, q=1: 0.016 eV
Free energy, 3 modes softened 10 percent: 0.011 eV
Gap narrowing from 300 K at 0.3 meV/K: 0.029 eV
Tunnel mass 0.2 m_e, attempt time 1e-13 s
Elastic tunnelling reach in 1 s: 4.00 nm
```
